# Rayleigh quotient multigrid, tested on a one-dimensional harmonic oscillator, part 1

(Sections cited here and not found follow in the second part.)

Let \(H\) be a real symmetric \(N\times N\) matrix and \(B\) a symmetric positive definite one, with \(Hu_k=\lambda_kBu_k\) and \(\lambda_0<\lambda_1\le\dots\le\lambda_{\max}\). Products such as \(u^TBu\) are plain dot products, and atomic units are used. The Rayleigh quotient \(R(u)=u^THu/u^TBu\) does not depend on the norm of \(u\). It lies between \(\lambda_0\) and \(\lambda_{\max}\), because in the \(B\)-orthonormal eigenbasis it is a weighted mean of the \(\lambda_k\). Symmetry of \(H\) is essential: \(u^THu\) sees only the symmetric part of a matrix, so for a non-symmetric discretisation the minimiser of \(R\) is in general not an eigenvector.

Given the current vector \(u\) and a direction \(d\), define six numbers,
\[ a_0=u^THu,\quad a_1=d^THu,\quad a_2=d^THd,\qquad b_0=u^TBu,\quad b_1=d^TBu,\quad b_2=d^TBd . \]
Symmetry merges the two cross terms of \((u+\alpha d)^TH(u+\alpha d)\), so
\[ R(\alpha)=\frac{a_0+2a_1\alpha+a_2\alpha^2}{D(\alpha)},\qquad D=b_0+2b_1\alpha+b_2\alpha^2 . \]
If \(d\) is not parallel to \(u\), then \(D>0\) for all \(\alpha\), and the Cauchy–Schwarz inequality in the \(B\) product gives \(G=b_0b_2-b_1^2>0\). The quotient rule gives \(R'=2f/D^2\) with
\[ f=(a_1+a_2\alpha)(b_0+2b_1\alpha+b_2\alpha^2)-(a_0+2a_1\alpha+a_2\alpha^2)(b_1+b_2\alpha). \]
The coefficient of \(\alpha^3\) is \(a_2b_2-a_2b_2=0\). That of \(\alpha^2\) is \(a_1b_2+2a_2b_1-2a_1b_2-a_2b_1=a_2b_1-a_1b_2\). That of \(\alpha\) is \(2a_1b_1+a_2b_0-a_0b_2-2a_1b_1=a_2b_0-a_0b_2\). The constant is \(a_1b_0-a_0b_1\). Hence
\[ f=p\alpha^2+q\alpha+r,\qquad p=a_2b_1-a_1b_2,\quad q=a_2b_0-a_0b_2,\quad r=a_1b_0-a_0b_1. \tag{1} \]
With \(\lambda=a_0/b_0=R(u)\) and \(R(d)=a_2/b_2\), two coefficients have direct meanings:
\[ r=b_0\rho,\quad \rho=a_1-\lambda b_1=d^T(H-\lambda B)u,\qquad q=b_0\,d^T(H-\lambda B)d=b_0b_2\,[R(d)-\lambda]. \tag{2} \]
So \(\rho\) is the component of the residual along \(d\), and the sign of \(q\) says whether \(d\) alone has a higher or lower energy than \(u\). Likewise \(p=-b_2\,u^T[H-R(d)B]d\), which vanishes when \(d\) is itself a stationary point of \(R\) in the plane of \(u\) and \(d\).

The vectors \(u+\alpha d\), together with \(d\) as the point \(\alpha=\pm\infty\), run through all directions of that plane, so the stationary values of \(R\) are the eigenvalues \(\mu_-\le\mu_+\) of the \(2\times2\) problem projected on it, the roots of
\[ \chi(\mu)=(a_0-\mu b_0)(a_2-\mu b_2)-(a_1-\mu b_1)^2=G\mu^2-(S-2a_1b_1)\mu+a_0a_2-a_1^2, \]
with \(S=a_0b_2+a_2b_0\). They are real because the projected matrices are symmetric and the projected \(B\) is positive definite. The discriminant of \(\chi\) is
\[ (S-2a_1b_1)^2-4G(a_0a_2-a_1^2)=S^2-4a_1b_1S-4a_0a_2b_0b_2+4a_1^2b_0b_2+4a_0a_2b_1^2, \]
the terms \(\pm4a_1^2b_1^2\) having cancelled. For (1), \(q^2=S^2-4a_0a_2b_0b_2\), and \(pr=a_1a_2b_0b_1-a_0a_2b_1^2-a_1^2b_0b_2+a_0a_1b_1b_2\), whose first and last terms add to \(a_1b_1S\). Thus \(q^2-4pr\) has the same five terms. Since \(\chi=G(\mu-\mu_-)(\mu-\mu_+)\) has discriminant \(G^2(\mu_+-\mu_-)^2\),
\[ \Delta=q^2-4pr=G^2(\mu_+-\mu_-)^2\ge0, \tag{3} \]
and the quadratic always has real roots.

At the roots \(\alpha_\pm=(-q\pm\sqrt\Delta)/2p\) the slope is \(f'=2p\alpha_\pm+q=\pm\sqrt\Delta\). Since \(R'\) has the sign of \(f\), the minimum is where \(f\) rises through zero, at \(\alpha_+\), whatever the sign of \(p\). It is the global minimum, because \(R\) has only two stationary directions in the plane and tends to the same value at both ends of the line. Multiplying numerator and denominator by \(q+\sqrt\Delta\) turns the numerator into \(\Delta-q^2=-4pr\), which gives a second form:
\[ \alpha=\frac{-2r}{q+\sqrt\Delta}\quad(q\ge0),\qquad \alpha=\frac{-q+\sqrt\Delta}{2p}\quad(q<0). \tag{4} \]
Each form is used where its two terms have the same sign, so that \(q\) and \(\sqrt\Delta\) do not cancel in rounding. For \(p=0\) and \(q>0\) the first form gives \(-r/q\), the root of the linear equation. For \(p=0\) and \(q<0\) that root is the maximum, the minimum lies at infinity, and \(u\) is replaced by \(d\). For \(\Delta=0\) the quotient is constant on the plane, or \(d\) is parallel to \(u\) and \(p=q=r=0\), and \(\alpha=0\) is taken. After the step \(R=\mu_-\), which exceeds neither \(R(u)\) nor \(R(d)\).

The gain has a closed form. At \(\mu=\lambda\) the factor \(a_0-\lambda b_0\) vanishes, so \(\chi(\lambda)=-\rho^2\), that is \(G(\lambda-\mu_-)(\mu_+-\lambda)=\rho^2\). If \(\lambda=\mu_+\) or \(d\) is parallel to \(u\), this gives \(\rho=0\); the quotient form below is then undefined, but the lower bound on the gain holds trivially. Otherwise, with \(G\le b_0b_2\) and \(\mu_+-\lambda\le\lambda_{\max}-\lambda_0\),
\[ \lambda-\mu_-=\frac{\rho^2}{G(\mu_+-\lambda)}\ \ge\ \frac{\rho^2}{b_0b_2(\lambda_{\max}-\lambda_0)} . \tag{5} \]

The directions come from a hierarchy of grids. Level 0 is the fine grid. A prolongation matrix \(p_l\) of full column rank interpolates a vector on level \(l+1\) to level \(l\), and \(P_0=I\), \(P_{l+1}=P_lp_l\) carry level-\(l\) vectors to the fine grid. The directions are \(d=P_le_i\) with \(e_i\) the unit vectors of level \(l\). A broad \(d\) has many fine-grid components, but its six numbers can be had without forming it. Define the Galerkin matrices and restricted vectors
\[ H_l=P_l^THP_l,\quad B_l=P_l^TBP_l,\quad h_l=P_l^THu,\quad g_l=P_l^TBu . \]
Then \(a_1=e_i^TP_l^THu=(h_l)_i\), \(a_2=(H_l)_{ii}\), \(b_1=(g_l)_i\) and \(b_2=(B_l)_{ii}\), while \(a_0,b_0\) are two scalars. After the step \(u\to u+\alpha P_le_i\), the definitions give
\[ h_l\to h_l+\alpha H_le_i,\quad g_l\to g_l+\alpha B_le_i,\quad a_0\to a_0+2\alpha a_1+\alpha^2a_2,\quad b_0\to b_0+2\alpha b_1+\alpha^2b_2, \tag{6} \]
and the step is recorded in a level-\(l\) coefficient vector, \(c_l\to c_l+\alpha e_i\), instead of in \(u\). Because \(P_{l+1}^T=p_l^TP_l^T\), going down a level needs only \(h_{l+1}=p_l^Th_l\) and \(g_{l+1}=p_l^Tg_l\) with the current \(h_l,g_l\), and the matrices obey \(H_{l+1}=p_l^TH_lp_l\). Coming up, the accumulated change \(P_{l+1}c_{l+1}=P_l(p_lc_{l+1})\) is a level-\(l\) correction \(\delta=p_lc_{l+1}\), so \(c_l\to c_l+\delta\), \(h_l\to h_l+H_l\delta\), \(g_l\to g_l+B_l\delta\); the scalars are already current. At the top, \(u\to u+c_0\). None of this is approximate: every coarse step with finite \(\alpha\) minimises the fine-grid quotient exactly. The case \(p=0\), \(q<0\), where \(u\) is replaced by \(d\), is not of the form (6) and needs its own rule: set \(a_0=a_2\), \(b_0=b_2\), \(c_l=e_i\), \(h_l=H_le_i\), \(g_l=B_le_i\), and set \(u\) and the \(c,h,g\) of all finer levels to zero before coming up. A common factor on all six numbers multiplies \(p,q,r\) by its square and leaves \(\alpha\) alone, so a weighted restriction such as \(\tfrac12p_l^T\) is allowed provided \(a_0\) and \(b_0\) are given the same weight on each level.

In the model, the box is \(|x|<8\) bohr with zero boundary values, \(N=63\), \(h=0.25\) bohr, \(B=I\), and \(H=T_h+V\) with \(V_{ii}=x_i^2/2\), \(T_h=A/2h^2\) and \(A=\mathrm{tridiag}(-1,2,-1)\). A plane wave sees \((1-\cos kh)/h^2=k^2/2-h^2k^4/24+\dots\), and the Gaussian ground state has \(\langle k^4\rangle=3\langle k^2\rangle^2=3/4\), so to first order \(\lambda_0\approx\tfrac12-h^2/32=0.498047\) hartree. Diagonalisation gives \(\lambda_0=0.498039\) hartree (13.552 eV), \(\lambda_1=1.490164\) hartree (40.549 eV) and \(\lambda_2=2.474335\) hartree. Linear interpolation makes each column of \(p_l\) the tent \((\tfrac12,1,\tfrac12)\) on every second point. Its square is \(\tfrac14+1+\tfrac14=\tfrac32\), and neighbours share one point with product \(\tfrac14\), so \(p^Tp=\mathrm{tridiag}(\tfrac14,\tfrac32,\tfrac14)\): the coarse problem is a generalised one although \(B=I\). Applying \(A\) to the tent gives \((-\tfrac12,0,1,0,-\tfrac12)\), whose product is 1 with the same tent and \(-\tfrac12\) with a neighbour. Hence \(p^TAp=A/2\) and \(p^TT_hp=A/4h^2=2T_{2h}\), and by repetition \(P_l^TT_hP_l=2^lT_{2^lh}\). A tridiagonal matrix widens a tent from \(\pm1\) to \(\pm2\) points, which cannot reach a second neighbour whose support begins three points away, so all levels stay tridiagonal and (6) touches three entries per vector. A V-cycle sweeps each level forward on the way down and backward on the way up. The sizes 63, 31, 15, 7, 3, 1 add to 120, giving 240 steps, below \(4N\) because each size is less than half the one before.

As an example, apply the central tent of the level with spacing 2 bohr directly to the normalised vector \(u\propto\cos(\pi x/16)\). The restricted data are \(a_0=4.201381\), \(a_1=0.477067\), \(a_2=3.066406\) hartree and \(b_0=1\), \(b_1=1.396413\), \(b_2=5.375\). Then, in hartree,
\[ p=3.066406\times1.396413-0.477067\times5.375=4.28197-2.56424=1.71773, \]
\[ q=3.066406-4.201381\times5.375=-19.516017, \]
\[ r=0.477067-4.201381\times1.396413=-5.389796, \]
and \(\Delta=380.875+37.033=417.908\) hartree\(^2\), \(\sqrt\Delta=20.4428\) hartree. Here \(q<0\), because \(R(d)=3.066406/5.375=0.570494\) hartree lies below \(R(u)\), so the second form of (4) gives \(\alpha=(19.516017+20.442794)/(2\times1.717732)=11.6313\), and the new vector is mostly tent. With \(G=5.375-1.396413^2=3.425031\), (3) gives \(\mu_+-\mu_-=20.442794/3.425031=5.96865\) hartree, matching \(\mu_+=6.534139\) and \(\mu_-=0.565494\) hartree from diagonalising the \(2\times2\) problem. Since \(b_0=1\), \(\rho=r\), and (5) gives the drop \(29.0499/[3.425031\times(6.534139-4.201381)]=3.63589\) hartree. A whole cycle run on coarse data alone agrees with fine-grid \(2\times2\) diagonalisation along every direction to a relative deviation of about \(2\times10^{-14}\) in the final vector; the numerical check tests this for a random dense pencil with random prolongations too.

Global convergence follows from (2), (4) and (5). The quotient never rises and is bounded below, so it has a limit \(R_\infty\). Let \(m\) be the smallest \(R(d)\) among the directions. Every direction is visited in the first cycle and each visit leaves \(R\le R(d)\), so from then on \(R\le m\) and, by (2), \(q\ge0\). Suppose first \(R_\infty=m\). Then \(R\) is constant after the first cycle, (5) forces \(\rho=0\) at every step, and (4) gives \(\alpha=0\). The vector no longer changes, and \(\rho=0\) for all fine unit vectors says \((H-\lambda B)u=0\). Suppose instead \(R_\infty<m\). Eventually \(m-R\ge\delta>0\), so \(q\ge b_0b_2\delta\), and (4) gives \(|\alpha|\le2|r|/q\). The size of the step relative to \(u\), in the \(B\) norm, obeys
\[ |\alpha|\sqrt{b_2/b_0}\ \le\ \frac{2b_0|\rho|}{b_0b_2\delta}\sqrt{b_2/b_0}=\frac{2|\rho|}{\delta\sqrt{b_0b_2}} . \]
The drops sum to a finite total, so they tend to zero, and by (5) so does \(\rho/\sqrt{b_0b_2}\), and with it the relative step. Over the \(N\) steps of a fine sweep \(u\) and \(\lambda\) then change by a vanishing relative amount, so component \(i\) of the normalised residual at the start of the sweep differs vanishingly from the normalised \(\rho\) at step \(i\), which itself vanishes. A limit point of the normalised vectors satisfies \((H-R_\infty B)u=0\). In both cases \(R_\infty\) is an eigenvalue not above \(m\). If \(m<\lambda_1\), it is \(\lambda_0\), from any start. The vector converges as well, since the weighted-mean form gives \(R-\lambda_0\ge(\lambda_1-\lambda_0)\sin^2\theta\), with \(\theta\) the \(B\)-angle to \(u_0\). If \(m\ge\lambda_1\) the argument only says that the limit is some eigenvalue not above \(m\).

Each step with finite \(\alpha\) minimises the fine-grid quotient exactly from coarse data alone, and the iteration converges to the ground state from any start if some direction has \(R(d)<\lambda_1\). What remains is the behaviour at excited eigenvectors, the convergence rate near the solution, the effect of rediscretised coarse levels, and the calculation of the first excited state.
